# Confinement Mass and In-Plane Mass of a Tilted Valley in a Film, part 2

We seek the electron levels of a thin silicon film whose conduction valleys may be tilted, with the long axis neither along the film normal \(z\) nor in the plane \(x,y\). The model treats one parabolic valley, without magnetic field or other valleys and bands. Here \(w\) is the inverse-mass tensor, \(M=w^{-1}\) the mass tensor, and \(W\) and \(M_\parallel\) are their in-plane blocks. The in-plane wave vector \(\mathbf k_\parallel=(k_x,k_y)\) is measured from the valley minimum, and \(k_z=-i\,d/dz\). The kinetic energy is \(\hbar^2/2\) times

\[
w_{zz}k_z^2+2bk_z+\mathbf k_\parallel^{T}W\mathbf k_\parallel,\qquad b=w_{xz}k_x+w_{yz}k_y .
\]

Writing the envelope along \(z\) as \(e^{-igz}\zeta(z)\), with \(g=b/w_{zz}\), removes the mixed term \(2bk_z\). For uniform \(w\) and potential \(V(z)\),

\[
-\frac{\hbar^2w_{zz}}2\zeta_n''+V\zeta_n=\varepsilon_n\zeta_n,\qquad
E_n(\mathbf k_\parallel)=\varepsilon_n+\frac{\hbar^2}2\mathbf k_\parallel^{T}S\,\mathbf k_\parallel ,
\]

\[
S_{ij}=w_{ij}-\frac{w_{iz}w_{jz}}{w_{zz}},\qquad S^{-1}=M_\parallel .
\]

The confinement mass is thus \(1/w_{zz}\), not \(M_{zz}\). If \(w\) depends on \(z\), a phase still removes the mixed terms, but \(\tfrac{\hbar^2}{2}\mathbf k_\parallel^TS(z)\mathbf k_\parallel\) then acts as a potential, and levels and in-plane energy separate only if \(S\) is uniform. At a step in \(w\), \(\zeta\) and \(w_{zz}\zeta'\) are continuous.

The film has thickness \(L=5.0\) nm, with \(x=[001]\), \(y=[1\bar10]\) and \(z=[110]\). Masses are in units of the free-electron mass \(m_0\), elements of \(w\) are in \(1/m_0\), and \(\hbar^2/m_0=0.07620\) eV nm². The rough longitudinal and transverse masses are \(m_l=0.92\) and \(m_t=0.19\). The two valleys along \(\pm[001]\) are untilted. The four along \(\pm[100]\) and \(\pm[010]\) are tilted by 45° and share the same levels and in-plane masses. For the \([100]\) valley, \(w_{xx}=5.263\), \(w_{yy}=w_{zz}=3.175\), \(w_{yz}=-2.088\) and \(w_{xy}=w_{xz}=0\). Its in-plane masses are 0.190 along \(x\) and \(1/S_{yy}=0.555\) along \(y\); \(M_{zz}\) is also 0.555.

### Levels between hard walls

With \(V=0\) inside the film and \(\zeta=0\) at \(z=0\) and \(z=L\), the solutions are \(\sin(n\pi z/L)\), so

\[
\varepsilon_n=\frac{\hbar^2w_{zz}}{2}\left(\frac{n\pi}{L}\right)^2 .
\]

For the tilted valleys,

\[
\varepsilon_1=\frac{0.07620\times3.175}{2}\left(\frac{\pi}{5.0}\right)^2\ \text{eV}=47.76\ \text{meV},
\]

and \(\varepsilon_2=4\varepsilon_1=191.03\) meV. Using \(M_{zz}\) as the mass would give 27.10 meV, which is 43% below the correct level of this model. The untilted valleys have \(w_{zz}=1/m_t\) and a first level at 79.16 meV. The tilted family is therefore lowest, by 31.4 meV.

### A state with in-plane motion

Take \(k_y=0.30\) nm⁻¹ and \(k_x=0\) in the \([100]\) valley. The phase wave number is

\[
-g=\frac{2.088\times0.30}{3.175}=0.197\ \text{nm}^{-1},
\]

so the phase advances by about one radian across the film. The in-plane energy is

\[
\frac{0.07620}{2\times0.555}(0.30)^2\ \text{eV}=6.18\ \text{meV}.
\]

If the mixed term is dropped from the Hamiltonian, \(S_{yy}\) is replaced by \(w_{yy}\). The energy becomes 10.89 meV, 76% above the correct value.

This matters for codes that represent each subband by one real standing wave. In such a wave the mean of \(k_z\) is zero, so the mixed term contributes nothing and the result is 10.89 meV. The missing energy, \(-\hbar^2b^2/(2w_{zz})\), is quadratic in the coupling \(b\). It comes from the admixture of other standing waves, which together build up the phase. Adding the second wave alone already lowers the result to 6.50 meV. Either the basis must be large enough to represent \(e^{-igz}\zeta\), or the phase should be taken out beforehand.

### A field along the normal

The separation holds for any \(V(z)\). A uniform field of 0.10 MV/cm gives \(V=Fz\) with \(F=10\) meV/nm and a drop of 50 meV over the film. Define

\[
\ell=\left(\frac{\hbar^2w_{zz}}{2F}\right)^{1/3},\qquad \xi=\frac{z-\varepsilon/F}{\ell}.
\]

Since \(\zeta''\) with respect to \(z\) is \(\ell^{-2}d^2\zeta/d\xi^2\), and \(\hbar^2w_{zz}/(2\ell^2)=F\ell\), the equation becomes

\[
-F\ell\frac{d^2\zeta}{d\xi^2}+F\ell\,\xi\zeta=0,\qquad\text{or}\qquad \frac{d^2\zeta}{d\xi^2}=\xi\zeta .
\]

Its solutions are the Airy functions Ai and Bi. A combination that vanishes at both walls exists when

\[
\mathrm{Ai}(\xi_0)\mathrm{Bi}(\xi_L)-\mathrm{Ai}(\xi_L)\mathrm{Bi}(\xi_0)=0,
\]

where \(\xi_0\) and \(\xi_L\) are the values at \(z=0\) and \(z=L\). Numerical root finding in \(\varepsilon\) gives 72.19 and 216.19 meV for the first two tilted levels, with the potential zero at \(z=0\).

To first order both levels rise by the mean potential, 25 meV, because the box densities are symmetric about the centre. That would give 72.76 and 216.03 meV. The first level lies 0.57 meV lower, as it must in second order, where a lowest level is pushed down by those above it. The second is pushed up by the first and down by the higher ones, and here the net shift is upward. At \(k_y=0.30\) nm⁻¹ the same in-plane energy is added: \(72.19+6.18=78.37\) meV.

### Occupation at room temperature

The curve \(\tfrac{\hbar^2}{2}\mathbf k_\parallel^TS\mathbf k_\parallel=E\) is an ellipse of area \(2\pi m_dE/\hbar^2\), with \(m_d=1/\sqrt{\det S}=\sqrt{\det M_\parallel}\). Two spin states and one wave vector per \(4\pi^2\) of \(\mathbf k_\parallel\) space, per unit film area, give \(m_d/(\pi\hbar^2)\) states per energy and area in each valley. Integration over the Fermi function then gives the sheet density

\[
n_s=\sum_{\text{families}}\sum_n\frac{g_vm_dk_BT}{\pi\hbar^2}\ln\left[1+e^{(E_F-\varepsilon_n)/k_BT}\right],
\]

where \(g_v\) is the number of valleys in the family. For the tilted family \(g_v=4\) and \(m_d=\sqrt{0.190\times0.555}=0.325\). For the untilted one \(g_v=2\) and \(m_d=\sqrt{0.92\times0.19}=0.418\).

Take 300 K, where \(k_BT=25.85\) meV, and \(n_s=10^{12}\) cm⁻². Solving numerically for \(E_F\) with five hard-wall levels per family puts the Fermi level 72 meV below the first tilted level. The electrons are thus nearly classical. The tilted valleys hold 84% of them. The first levels alone explain this share: the ratio of the two populations is about

\[
\frac{4\times0.325}{2\times0.418}\,e^{31.4/25.85}\approx5.2 .
\]

### Effects left out, for this film

**Penetration into the oxide.** Replace the hard walls by barriers of height \(U=3.1\) eV and isotropic mass \(m_{ox}=0.5\), both rough values for silicon dioxide. At \(\mathbf k_\parallel=0\) the lowest state is \(\cos(qz)\) about the film centre and decays as \(e^{-\kappa|z|}\) outside, with

\[
\varepsilon=\frac{\hbar^2w_{zz}q^2}{2},\qquad U-\varepsilon=\frac{\hbar^2\kappa^2}{2m_{ox}m_0}.
\]

Continuity of \(\zeta\) and \(w_{zz}\zeta'\) gives

\[
w_{zz}\,q\tan\frac{qL}{2}=\frac{\kappa}{m_{ox}} .
\]

The numerical roots are 39.5 meV for the tilted and 58.4 meV for the untilted valleys. The tilted level falls by 17% of its hard-wall value, the untilted one by 26%. The matching condition shows why: at the wall \(|\zeta/\zeta'|=w_{zz}m_{ox}/\kappa\), roughly the length by which the film appears widened at each wall, and it grows with \(w_{zz}\). The gap between the families shrinks from 31.4 to 18.9 meV. This model measures the in-plane wave vector from the valley minimum in the oxide too. If the wall conserved the full in-plane crystal wave vector and the oxide band had its minimum at the zone centre, the envelope would decay faster in the oxide and both levels would fall less.

**Departure from parabolic bands.** The correction \(\varepsilon(1+\alpha\varepsilon)=\varepsilon_{\text{par}}\), with a rough \(\alpha=0.5\) eV⁻¹, lowers the hard-wall tilted level by 1.1 meV. A single \(\alpha\) averages over directions, and it overstates the effect for this one: an empirical pseudopotential band structure gives about 0.3 meV for motion along \([110]\) from a \([100]\) minimum.

The untilted valleys need a closer look, because motion along the film normal couples their band to the next conduction band. In a two-band model the bands along the valley axis are equal parabolas centred at distances \(\pm k_X\) from the zone-boundary point X. Their separation at a minimum is \(\hbar^2(2k_X)^2/(2m_lm_0)=2\hbar^2k_X^2/(m_lm_0)\). With lattice constant \(a=0.543\) nm and a rough \(k_X=0.15\times2\pi/a\), this is 0.50 eV. The bands are coupled by \(\hbar^2(1/m_t-1)k_1k_2/m_0\), where \(k_1,k_2\) are the components along the two transverse cubic axes; this coefficient is a model estimate. For motion along \([110]\), \(k_1k_2=k_z^2/2\), and the hard-wall state has \(k_z^2=(\pi/L)^2\). The lower eigenvalue of the \(2\times2\) matrix then lies 8.1 meV below the uncoupled level. For a tilted valley one transverse axis is \([001]\), which has no component along the normal, so this coupling vanishes at \(\mathbf k_\parallel=0\). It does change the in-plane masses of both families. Solving the two-band model between hard walls raises the tilted mass along \(x\) from 0.190 to about 0.22, and changes the untilted masses along \(x\) and \(y\) from 0.92 and 0.19 to about 0.99 and 0.16.

Taken together with the oxide walls by simple addition, this shift would leave a family gap of about 11 meV. With the parabolic values of \(m_d\), the ratio of first-level populations would fall to about 2.4 and the tilted share to about 70%; with the two-band in-plane masses they are about 2.7 and 73%. Simple addition overstates the lowering, because the softer walls also reduce \(k_z^2\) and with it the band coupling. The order of the families survives in this estimate, but the hard-wall occupation should not be used for quantitative work.

**Thickness.** One atomic layer of a (110) film is \(a/(2\sqrt2)=0.192\) nm thick. Removing one raises the hard-wall tilted level by 3.9 meV.

**Electrostatic bending.** Spread the electrons evenly over a film with symmetric gates. The field at distance \(s\) from the centre is \(en_ss/(\epsilon L)\). Integration from 0 to \(L/2\) gives a potential-energy difference \(e^2n_sL/(8\epsilon)\), or 9.7 meV for a relative permittivity of 11.7. The density of the lowest level peaks at the centre, which raises the difference to about 14 meV. A self-consistent mean-field potential depends on \(z\) alone in a uniform film, so it changes \(\varepsilon_n\) without spoiling the separation.

**Coupling between valleys.** The minima along \([100]\) and \(-[010]\) have the same in-plane component and opposite normal components, so a sharp wall can mix them. A scale for the splitting comes from a chain of \(N\) layers, one orbital each, with spacing \(d=0.192\) nm and bulk band

\[
A(\cos k_zd-\cos\theta)^2,\qquad \theta=\frac{K_0d}{\sqrt2},
\]

where \(K_0=0.85\times2\pi/a\) is the rough distance of the minima from the zone centre. Here \(k_z\) is the full normal wave vector, up to a constant shift that an open chain does not feel. The curvature at the minima fixes \(A\) through \(2Ad^2\sin^2\theta=\hbar^2w_{zz}\). Expanding the square gives the on-site energy \(A(\cos^2\theta+\tfrac12)\), the nearest-neighbour element \(-A\cos\theta\) and the second-neighbour element \(A/4\). Diagonalising open chains with \(N=24\) to 28 gives splittings between 0.8 and 6.7 meV. They change with \(N\), and an open chain end is not a model of a real oxide wall, so they indicate a size and do not predict the splitting of a real film.

### Relation to real channels

Fins etched along \(\langle110\rangle\) on (001) silicon wafers have (110) side walls, and a width near 5 nm is in the range of interest for such channels. The sheet density used here is low for a transistor that is switched on, where \(10^{13}\) cm⁻² is a rough figure. The bending estimate scales with density and would then be about 100 meV or more, larger than the level itself, so \(V(z)\) must be computed self-consistently. Of the neglected effects estimated above as level shifts of the tilted valleys, oxide penetration is the largest, at 8 meV. The bending of 10 to 14 meV at \(10^{12}\) cm⁻² is a potential difference between centre and wall, not a level shift. Strain, which shifts the valley families against each other, is not included.

A magnetic field in the plane breaks the separation in principle. It makes the in-plane wave vector in the kinetic energy depend on \(z\) through the vector potential. Completing the square still removes the mixed terms, but leaves a potential that depends on both \(z\) and \(\mathbf k_\parallel\), as for a graded tensor. In a film this thin the orbital effect is small. Take 10 T along \(x\), a vector potential that is zero at the film centre, and the first three hard-wall tilted levels. The field raises them by 0.01 to 0.03 meV at \(\mathbf k_\parallel=0\). The further energy needed to reach \(k_y=0.30\) nm⁻¹ in the same field differs between them by only about 0.003 meV.

### Use in a code

For each valley, rotate \(w\) into the film axes and solve the one-dimensional equation once with mass \(1/w_{zz}\). Add the in-plane energy with \(S\). This is exact for a parabolic valley with uniform \(w\). In a real silicon film of this thickness the band coupling changes the in-plane masses by up to about 20%: in the two-band model the tilted in-plane energy at \(k_x=0.30\) nm⁻¹ is about 15.5 meV, against 18.1 meV from \(S\). With the oxide walls used above, \(S\) changes at the interface and the rule is approximate; at an in-plane wave vector of 0.30 nm⁻¹ along \(x\) or \(y\) the error from this change alone is about 0.1 meV or less for the first two levels. If the wall conserved the full in-plane crystal wave vector, it would reach about 0.2 meV for the first level and 0.9 meV for the second. Densities need only \(|\zeta_n|^2\). Matrix elements between states of different \(\mathbf k_\parallel\) need the phases as well: for a perturbation with profile \(U_s(z)\) across the film, the element within one valley is

\[
\int\zeta_m\,U_s(z)\,e^{i(g-g')z}\,\zeta_n\,dz ,
\]

where \(g\) belongs to the final state \(m\) and \(g'\) to the initial state \(n\). Even for constant \(U_s\), this integral can connect different subbands when \(g\ne g'\), which an untilted valley does not allow.
